# Efficiency of a silicon microchannel fin cooled on both faces

**Question**

I am working on a water-cooled heat sink etched into silicon. The walls between the channels act as fins. Each wall is 50 µm thick and 300 µm tall, and silicon has a conductivity of 148 W/(m K). The water cools both sides with a heat transfer coefficient of 24 kW/(m² K), and the tip is to be treated as adiabatic. I have to find the fin efficiency.

I wrote $m=\sqrt{h/(kt)}$, put it into $\tanh(mH)/(mH)$ and got 0.91. The stated answer is lower. I suspect the "both sides", but I can't see where it enters: if both sides are cooled, shouldn't a factor of 2 cancel between the actual heat and the ideal heat? I would also like to know what the efficiency means. Is the rest of the heat lost somewhere? And how far can I trust the number, given that a real fin has a cover on top and silicon conducts less well when hot?

**Answer**

Your suspicion is right. A factor of 2 does cancel in the final ratio, but another sits inside $m$, where it controls how fast the temperature falls along the fin. That one stays. A heat balance shows both.

**The heat balance**

Let $x$ run from the base, $x=0$, to the tip, $x=H$. Let $\theta(x)$ be the fin temperature minus the local water temperature, with $\theta(0)=\theta_b$. The fin is long in the flow direction, so I count all heats per metre of that length. I assume steady state, constant $k$, the same uniform $h$ on each face, and a temperature that varies only with $x$.

The heat conducted towards the tip through the cross-section at $x$ is

$$q(x)=-kt\,\frac{d\theta}{dx}.$$

The minus sign makes $q$ positive when the temperature falls towards the tip. A slice of height $dx$ touches the water on two faces, each of area $dx$ per metre. What enters by conduction and does not leave by conduction must go into the water:

$$q(x)-q(x+dx)=2h\theta\,dx .$$

Dividing by $dx$ and letting it shrink gives $-dq/dx=2h\theta$, and inserting $q$ gives

$$kt\,\frac{d^2\theta}{dx^2}=2h\theta,\qquad \frac{d^2\theta}{dx^2}=m^2\theta,\qquad m=\sqrt{\frac{2h}{kt}} .$$

Here is the 2 you left out. Two faces drain the heat, while one cross-section of thickness $t$ supplies it.

**Temperature and heat**

The general solution is conveniently written with the distance from the tip:

$$\theta=A\cosh[m(H-x)]+B\sinh[m(H-x)].$$

Its derivative is $-mA\sinh[m(H-x)]-mB\cosh[m(H-x)]$, which equals $-mB$ at $x=H$. An adiabatic tip requires zero gradient there, so $B=0$. The base condition gives $A=\theta_b/\cosh(mH)$, hence

$$\frac{\theta(x)}{\theta_b}=\frac{\cosh[m(H-x)]}{\cosh(mH)} .$$

The heat given to the water is the integral over both faces. Since $\int_0^H\cosh[m(H-x)]\,dx=\sinh(mH)/m$,

$$Q=2h\int_0^H\theta\,dx=\frac{2h\theta_b}{m}\tanh(mH).$$

The heat entering at the base must agree. From the gradient at $x=0$ it is $ktm\theta_b\tanh(mH)$, and because $ktm^2=2h$ the two expressions are equal.

The efficiency compares $Q$ with the heat the same faces would release if the whole fin were at base temperature, $Q_{\rm ideal}=2hH\theta_b$:

$$\eta=\frac{Q}{Q_{\rm ideal}}=\frac{\tanh(mH)}{mH}.$$

The prefactor $2h$ cancels here, as you expected. The $2h$ inside $m$ does not.

**The numbers**

First, $kt=148\times50\times10^{-6}=0.0074$ W/K. Then

$$m^2=\frac{2\times24\,000}{0.0074}=6.4865\times10^6\ {\rm m^{-2}},\qquad m=2546.9\ {\rm m^{-1}},$$

$$mH=2546.9\times300\times10^{-6}=0.7641,$$

$$\eta=\frac{\tanh 0.7641}{0.7641}=\frac{0.6435}{0.7641}=0.842\approx0.84 .$$

A direct numerical solution of the slice balance also gives 0.8422. Your $m$ is too small by $\sqrt2$, which gives 0.9129. That would be the efficiency of a fin with one cooled face and one insulated face.

**What 0.84 means**

Dividing the integral for $Q$ by $2hH\theta_b$ shows that

$$\eta=\frac{1}{H}\int_0^H\frac{\theta}{\theta_b}\,dx .$$

So $\eta$ is the mean excess temperature of the fin divided by that of its base. No heat is lost. All heat that enters the fin reaches the water, but the upper part of the fin is cooler and therefore releases less per unit area.

Take a base 50 K hotter than the water. The tip excess is $50/\cosh(0.7641)=38.3$ K and the mean excess is 42.1 K. The ideal heat is $2\times24\,000\times300\times10^{-6}\times50=720$ W per metre of fin, and the actual heat is $0.8422\times720=606$ W/m.

**Short fins, tall fins and better cooling**

For small $z=mH$, the expansion $\tanh z\approx z-z^3/3$ gives $\eta\approx1-z^2/3$: a short, thick or well-conducting fin is nearly isothermal. For large $z$, $\tanh z\to1$, so $\eta\to1/z$. If only the height grows, the heat levels off at $ktm\theta_b$. Your fin already delivers $\tanh z=0.64$ of that limit.

Suppose you double the height, keeping $h$, $t$ and $\theta_b$ fixed. With $T=\tanh z=0.6435$, the identity $\tanh2z=2T/(1+T^2)$ gives

$$\frac{Q(2H)}{Q(H)}=\frac{2}{1+T^2}=\frac{2}{1.414}=1.41 .$$

Twice the silicon height buys 41% more heat. The efficiency becomes $0.842\times1.414/2\approx0.60$. A lower efficiency therefore does not imply less heat removed.

The same holds when $h$ is raised. From $\ln\eta=\ln\tanh z-\ln z$,

$$\frac{d\ln\eta}{d\ln z}=\frac{z}{\sinh z\cosh z}-1=\frac{2z}{\sinh2z}-1 .$$

Since $z\propto\sqrt h$ at fixed $k$, $t$ and $H$, a further factor ½ appears:

$$\frac{d\ln\eta}{d\ln h}=\frac12\left(\frac{2z}{\sinh2z}-1\right)=-0.152 .$$

The heat is proportional to $h\eta$ at fixed $\theta_b$, so its logarithmic slope is $1-0.152=0.848$. To first order, 10% more $h$ lowers the efficiency by 1.5% of its value and raises the heat by 8.5%. Because $z\propto1/\sqrt k$, the slope with respect to $k$ is $+0.152$. The efficiency is thus rather forgiving of errors in either input.

**Is one dimension enough?**

Heat must also travel sideways from the middle of the fin to its faces. The ratio of that internal resistance to the surface resistance is the Biot number,

$${\rm Bi}=\frac{h(t/2)}{k}=\frac{24\,000\times25\times10^{-6}}{148}=0.00405 .$$

To see what this does to $\eta$, let $y$ be the distance from the midplane and $a=t/2$. The temperature now obeys $\theta_{xx}+\theta_{yy}=0$, with $\theta_y=0$ at $y=0$ by symmetry and $-k\theta_y=h\theta$ at $y=a$. Separated solutions that also have an adiabatic tip are

$$\cos\frac{\mu_n y}{a}\,\cosh\frac{\mu_n(H-x)}{a},\qquad \mu_n\tan\mu_n={\rm Bi},$$

where the condition on $\mu_n$ comes from the cooled face. The cosines are orthogonal because they share the same boundary conditions. Expanding the uniform base temperature in them gives the coefficients

$$c_n=\frac{\int_0^a\cos(\mu_ny/a)\,dy}{\int_0^a\cos^2(\mu_ny/a)\,dy}=\frac{4\sin\mu_n}{2\mu_n+\sin2\mu_n}.$$

Each term has base gradient $-\theta_bc_n(\mu_n/a)\tanh(\mu_nH/a)\cos(\mu_ny/a)$. Integrating over the half-thickness replaces the cosine by $a\sin\mu_n/\mu_n$. Multiplying by $k$ and dividing by the ideal heat of one face, $hH\theta_b$, yields

$$\eta_{2D}=\frac{k}{hH}\sum_n\frac{4\sin^2\mu_n}{2\mu_n+\sin2\mu_n}\tanh\frac{\mu_nH}{a}.$$

For small Bi the first root is $\mu_0\approx\sqrt{\rm Bi}$, so $\mu_0/a\approx\sqrt{h/(ka)}=m$, and the first term returns the one-dimensional formula. The full sum is 0.8412, as is a separate solution on a two-dimensional grid. The change is $-0.11\%$ of $\eta$, so the sideways temperature drop can be ignored here.

**Silicon conducts less well when hot**

Near and above room temperature, the conductivity of silicon falls roughly as $T^{-1.3}$. If 148 W/(m K) applies at 300 K, which I also take as the water temperature, then at the 350 K base

$$k=148\left(\frac{350}{300}\right)^{-1.3}=121\ {\rm W/(m\,K)} .$$

The balance becomes $\frac{d}{dx}\left(k(T)\,t\,\frac{d\theta}{dx}\right)=2h\theta$. It is no longer linear, so $\eta$ now depends on the temperatures chosen. Its numerical solution gives $\eta=0.818$, a drop of 2.9%. The slope found above predicts nearly the same: $0.152\ln(121.1/148)=-0.030$. If your 148 is already the value at the working temperature, most of this correction is in place and should not be applied again.

**A cover that conducts**

The adiabatic tip suits a cover of very low conductivity, such as a polymer, although even a thick one with 0.2 W/(m K) adds about 2% to the heat. A thick glass cover already lies well between the two limits, because the heat has to spread over only some 40 µm. For the opposite case, suppose the cover conducts so well that its wetted underside sits at the tip temperature. Let the channels be $w=80$ µm wide. Each fin then serves half a channel on either side, or one width $w$ of cover, which I give the same $h$. The tip condition is

$$-kt\,\theta'(H)=hw\,\theta(H).$$

In the general solution $\theta'(H)=-mB$ and $\theta(H)=A$, so $B=\beta A$ with $\beta=hw/(ktm)$. The base condition gives $A=\theta_b/[\cosh(mH)+\beta\sinh(mH)]$. The base heat $ktm[A\sinh(mH)+B\cosh(mH)]$ becomes, after division of numerator and denominator by $\cosh(mH)$,

$$Q_c=ktm\theta_b\,\frac{\tanh(mH)+\beta}{1+\beta\tanh(mH)} .$$

Setting $\beta=0$ recovers the adiabatic tip. Here $\beta=0.102$, and the fraction is $0.7454/1.0656=0.700$ instead of 0.6435. The fin carries 8.7% more heat. This is an upper estimate for a cover insulated on the outside with this $h$, since a real cover is cooler over the middle of the channel.

The efficiency nevertheless falls, to 0.808, if the cover is included in the ideal area $2H+w$ per metre. The added surface is at the cool end of the fin. When you compare efficiencies, check which area each refers to.

**Cooling that is weak in the corners**

In a channel the water is slow near the corners, so $h$ is not uniform over the height. As a simple model, take a local coefficient $h\,g(s)$ with $s=x/H$ and $g=6s(1-s)$. It has the same mean $h$ but vanishes at both ends of the fin. The shape is only illustrative: in developed laminar flow under an insulating cover the coefficient is flatter over the middle and falls at the tip only to about two thirds of its mean, although the loss of efficiency is of the same size, about 2%. The numerical efficiency is 0.825, or 2.1% lower.

Weak cooling shows why. Write $\theta=\theta_b(1-z^2u)$ in $d^2\theta/ds^2=z^2g\theta$. To leading order $u''=-g$, with $u(0)=0$ and $u'(1)=0$, so

$$u'(s)=G(s)=\int_s^1g\,ds' .$$

$G(s)$ is the share of the heat that still has to pass height $s$. The efficiency is $\int_0^1g\theta\,ds/\theta_b=1-z^2\int_0^1gu\,ds$. Using $g=-G'$ and integrating by parts, with $G(1)=u(0)=0$,

$$1-\eta\approx z^2\int_0^1G^2\,ds .$$

Uniform cooling has $G=1-s$ and the integral is 1/3, as before. The parabola has $G=1-3s^2+2s^3$, and the integral is

$$1-2+1+\frac95-2+\frac47=\frac{13}{35}\approx0.371 .$$

Numerical solutions at one thousandth of your $h$ give 0.333 and 0.371. With the parabola, little heat leaves near the base, so more heat must be conducted through the lower half of the fin and less through the upper half. The difference from uniform cooling, $G-(1-s)=s(1-s)(1-2s)$, is antisymmetric about mid-height. To this order the extra temperature drop in the lower half therefore equals the saving in the upper half, and the tip temperature is unchanged. But more heat has to pass the lower half than the upper, so the extra drop there counts for more, and the efficiency falls.

**The whole heat sink**

With 80 µm channels the hydraulic diameter is $2wH/(w+H)=126$ µm. Taking roughly 0.6 W/(m K) for water, your $h$ implies a Nusselt number of $24\,000\times126\times10^{-6}/0.6\approx5$, a reasonable size for developed laminar flow in a rectangular duct. At the speed of 2 m/s used below, the water needs roughly a centimetre of channel to reach that state, and nearer the inlet $h$ is higher.

If the channel floor, at base temperature, is given the same $h$ as the walls, it adds $24\,000\times80\times10^{-6}\times50=96$ W/m. This is generous: the narrow floor lies between two corners where the water is slow, and in developed laminar flow its coefficient is only about 40% of that of the walls, which would lower the total below by about 8%. One fin and one channel occupy 130 µm of chip, so the model removes

$$\frac{606.4+96.0}{130\times10^{-6}}=5.4\times10^6\ {\rm W/m^2}=540\ {\rm W/cm^2} .$$

A flat surface with the same $h$ and the same 50 K would remove 120 W/cm². The gain of 4.5 comes from added area and holds for equal $h$; a flat surface under a different flow would have its own coefficient. The 50 K also excludes the temperature drop between the transistors and the fin base.

At this load the water warms quickly. For a speed of 2 m/s and a heat capacity of roughly 4.2 MJ/(m³ K), its temperature rises by

$$\frac{702.4}{4.2\times10^6\times2\times(80\times10^{-6})(300\times10^{-6})}\approx3.5\times10^3\ {\rm K/m},$$

or 3.5 K per millimetre of channel. In the constant-$k$ model this leaves $\eta$ unchanged, because $\theta_b$ cancels from the ratio. It does change the heat: if the base stays at a fixed temperature, $\theta_b$ shrinks downstream and $Q$ with it. You must therefore measure $\theta_b$ from the local water temperature, not from the inlet.

So 0.84 is the right answer to the exercise as posed. For a real fin, the hot-silicon and corner estimates each lower it by 2 to 3%. If the two simply compound, the result is near 0.80, though I have not solved that combined case. The separate results are listed in the numerical output below.

## Values computed for the example and the checks

```
Fin thickness t: 50 um
Fin height H: 300 um
Silicon conductivity k: 148 W/(m K)
Coefficient on each face h: 24 kW/(m^2 K)
Channel width: 80 um
Coolant temperature: 300 K
Base excess: 50 K
Water conductivity, rough: 0.6 W/(m K)
Water heat capacity, rough: 4.2 MJ/(m^3 K)
Water speed: 2 m/s
Product k t: 0.0074 W/K
m squared: 6.4865e+06 1/m^2
m: 2546.9 1/m
m H: 0.7641
tanh(m H): 0.6435
Efficiency, formula: 0.8422
Efficiency, numerical balance: 0.8422
Wrong efficiency, one face counted in m: 0.9129
Tip excess / base excess: 0.7655
Tip excess: 38.3 K
Mean fin excess: 42.1 K
Ideal fin heat per length: 720.0 W/m
Actual fin heat per length: 606.4 W/m
Channel floor heat per length: 96.0 W/m
Footprint flux with fins: 540 W/cm^2
Flux from a bare flat base: 120 W/cm^2
Hydraulic diameter: 126.3 um
Implied Nusselt number: 5.05
d ln(eta)/d ln(h): -0.1521
d ln(fin heat)/d ln(h): 0.8479
Biot number h(t/2)/k: 0.00405
Efficiency, 2D series: 0.8412
Efficiency, 2D grid: 0.8412
Change from 2D conduction: -0.11 %
Conductivity exponent, rough: 1.3
Conductivity at base temperature: 121.1 W/(m K)
Efficiency with k(T): 0.8178
Change from k(T): -2.9 %
Cover parameter beta: 0.1019
Base heat gain, conducting cover: 8.7 %
Efficiency over faces and cover: 0.8078
Efficiency with parabolic h: 0.8249
Change from parabolic h: -2.1 %
Weak-cooling loss/(mH)^2, uniform h: 0.3333
Weak-cooling loss/(mH)^2, parabolic h: 0.3711
Coolant heating along channel: 3.48 K/mm
```
